\section*{When a Fermi surface meets a zone face at right angles}

\section{The two-wave argument}

\textbf{Q.} I hold that a Fermi surface always meets a Brillouin-zone face at a right angle. Let the face bisect the reciprocal vector $\mathbf G$, and let $\mathbf n=\mathbf G/G$. Near the face I write
\begin{equation}
\mathbf k=\tfrac12\mathbf G+\mathbf q+\kappa\mathbf n,\qquad \mathbf q\cdot\mathbf n=0,
\end{equation}
and mix the plane waves $\mathbf k$ and $\mathbf k-\mathbf G$ through the Fourier component $V_G$ of the potential. Their kinetic energies are $\hbar^2[q^2+(\kappa\pm G/2)^2]/2m$. The mean is $\hbar^2(q^2+G^2/4+\kappa^2)/2m$ and half the difference is $\hbar^2G\kappa/2m$, so
\begin{equation}
E_\pm=\frac{\hbar^2}{2m}\Big(q^2+\frac{G^2}{4}+\kappa^2\Big)\pm\sqrt{\Big(\frac{\hbar^2G\kappa}{2m}\Big)^2+V_G^2}.
\label{eq:two}
\end{equation}
This contains $\kappa$ only through $\kappa^2$. Hence $\partial E_\pm/\partial\kappa=0$ on the face, for every $\mathbf q$. Where is the loophole?

\textbf{A.} The algebra is right, and so is the criterion behind it. The normal to a constant-energy surface is $\nabla E$, provided that it is not zero. The angle $\alpha$ between the surface and the face is the angle between their normals, so
\begin{equation}
\cos\alpha=|\sin\delta|,\qquad \sin\delta=\frac{\mathbf n\cdot\nabla E}{|\nabla E|},\qquad \alpha=90^\circ-|\delta|.
\end{equation}
I shall call $\delta$ the tilt. A right angle means $\mathbf n\cdot\nabla E=0$.

The trouble is that your model is even in $\kappa$ whatever the crystal. Reversing $\kappa$ merely exchanges the two kinetic energies. By keeping two waves you have given the problem a mirror parallel to the face, and the crystal may not have one.

\section{What symmetry guarantees}

\textbf{Q.} Suppose the crystal does have that mirror. Can you get the right angle without choosing a number of waves?

\textbf{A.} Yes, for a band that is nondegenerate at $\mathbf k$, so that its gradient exists. Let $S$ be an orthogonal operation with $E(S\mathbf k)=E(\mathbf k)$, and suppose that $S\mathbf k$ differs from $\mathbf k$ by a reciprocal vector. For a small displacement $\mathbf d$, symmetry and then periodicity give
\begin{equation}
E(\mathbf k+\mathbf d)=E(S\mathbf k+S\mathbf d)=E(\mathbf k+S\mathbf d).
\end{equation}
The terms linear in $\mathbf d$ must agree: $\mathbf d\cdot\nabla E=(S\mathbf d)\cdot\nabla E$. If $S\mathbf n=-\mathbf n$, the choice $\mathbf d\parallel\mathbf n$ gives
\begin{equation}
\mathbf n\cdot\nabla E=-\mathbf n\cdot\nabla E=0.
\end{equation}
A mirror parallel to the face qualifies at every point of the face, because there $\mathbf k\cdot\mathbf n=G/2$ and $S\mathbf k=\mathbf k-2(\mathbf k\cdot\mathbf n)\mathbf n=\mathbf k-\mathbf G$. A twofold axis parallel to the face also reverses $\mathbf n$. It takes $\frac12\mathbf G+\mathbf q$ to $-\frac12\mathbf G+\mathbf q$ if $\mathbf q$ lies along the axis, so it protects the line through the face centre along the axis. It can also protect a parallel line, if $S\mathbf k=\mathbf k-\mathbf g$ there for another reciprocal vector $\mathbf g$. Then $|\mathbf k|=|\mathbf k-\mathbf g|$, so that line lies on a second Bragg plane and, within the zone, can only be an edge of the face.

What counts is a symmetry of $E(\mathbf k)$, not only of the crystal. Time reversal gives $E(-\mathbf k)=E(\mathbf k)$ in a nonmagnetic crystal, so a twofold crystal axis along $\mathbf n$ acts on $E$ as the parallel mirror, and a crystal mirror perpendicular to an in-face direction acts as a twofold axis along that direction. These symmetries of $E$ are sufficient. At a point inside the face where $E$ has no such symmetry the slope can still vanish by accident, but this argument does not require it to. On an edge other operations can act: a threefold axis along the edge, as on the line K--H of a hexagonal zone, forces the gradient of a nondegenerate band to lie along the edge without reversing $\mathbf n$.

\textbf{Q.} Does the word ``nondegenerate'' do any work?

\textbf{A.} Put $V_G=0$ in Eq.~(\ref{eq:two}). The root becomes $\hbar^2G|\kappa|/2m$, and the lower band has one-sided slopes $\pm\hbar^2G/2m$ at the face. A free-electron sphere crosses the face obliquely although empty space has every mirror. The mirror now relates two crossing bands and does not flatten either of them.

\section{The hexagonal face of the fcc zone}

\textbf{Q.} Which familiar face lacks the mirror?

\textbf{A.} The hexagonal face of the fcc zone. I give reciprocal vectors in units of $2\pi/a$, with $a$ the cubic lattice constant. This face has $\mathbf G=(1,1,1)$ and centre $\mathrm L=(\frac12,\frac12,\frac12)$. Reflection parallel to it takes the reciprocal vector $(2,0,0)$ to
\begin{equation}
(2,0,0)-\tfrac43(1,1,1)=\big(\tfrac23,-\tfrac43,-\tfrac43\big),
\end{equation}
which is not a reciprocal vector. The square face, with $\mathbf G=(0,0,2)$, does have its mirror $k_z\to-k_z$ in a crystal of full cubic symmetry.

\textbf{Q.} But L is a very symmetric point. Perhaps its other symmetries do the job.

\textbf{A.} They do part of it. Assume full cubic symmetry and a band nondegenerate at L, and write $s(\mathbf q)=\mathbf n\cdot\nabla E$ on the face. Measure the angle $\varphi$ of $\mathbf q$ from
\begin{equation}
\mathbf e=(1,1,-2)/\sqrt6 ,
\end{equation}
which points from L to the zone point $\mathrm K=(\frac34,\frac34,0)$, the middle of an edge of the hexagon. Three facts restrict $s$.

First, inversion and periodicity give $E(\mathrm L+\mathbf p)=E(-\mathrm L-\mathbf p)=E(\mathrm L-\mathbf p)$. The gradient is therefore odd about L, and $s(-\mathbf q)=-s(\mathbf q)$. Second, the threefold axis along $\mathbf n$ leaves $s$ unchanged, so its angular Fourier series has only multiples of $3\varphi$. Third, the mirror $k_x\leftrightarrow k_y$ contains $\mathbf n$ and $\mathbf e$, so $s$ is even in $\varphi$. This leaves terms $\cos3j\varphi$. Replacing $\mathbf q$ by $-\mathbf q$ adds $180^\circ$ to $\varphi$ and multiplies such a term by $(-1)^j$, so $j$ must be odd. In a power series about L, $\cos3\varphi$ first appears with $q^3$:
\begin{equation}
s=C\,q^3\cos3\varphi+O(q^5).
\label{eq:cubic}
\end{equation}
The slope vanishes at $\varphi=30^\circ,90^\circ,\dots$, the lines from L to the corners W, which are the twofold axes. Elsewhere symmetry permits a slope. Close to L the in-face gradient is proportional to $q$, so the tilt is of order $q^2$: a narrow neck meets the face nearly at right angles.

\section{Where the slope comes from}

\textbf{Q.} Permission is not proof. What makes $C$ different from zero?

\textbf{A.} Waves beyond your two. Take spinless electrons in a local potential with real components $V_{\mathbf g}=V_{-\mathbf g}$, and let $c_{\mathbf g}$ be the real, normalized amplitude of the wave $\mathbf k-\mathbf g$, with kinetic energy $T_{\mathbf g}$. In $E=\sum c_{\mathbf g}H_{\mathbf g\mathbf g'}c_{\mathbf g'}$, differentiating the amplitudes gives $2E\sum c_{\mathbf g}\nabla c_{\mathbf g}=E\,\nabla\sum c_{\mathbf g}^2=0$. Only the kinetic energies depend explicitly on $\mathbf k$, so
\begin{equation}
\mathbf n\cdot\nabla E=\frac{\hbar^2}{m}\sum_{\mathbf g}c_{\mathbf g}^2\,\mathbf n\cdot(\mathbf k-\mathbf g).
\label{eq:weights}
\end{equation}
The two main waves have normal wave numbers $+G/2$ and $-G/2$. They cancel if their weights are equal, as they are in your model. The other waves can unbalance them.

For a weak potential, with $\mathbf k$ away from other Bragg planes, the small amplitudes follow from their own rows of the eigenvalue equation,
\begin{equation}
c_{\mathbf g}\simeq\frac{V_{\mathbf g}c_0+V_{\mathbf g-\mathbf G}c_{\mathbf G}}{T_0-T_{\mathbf g}},\qquad \mathbf g\neq0,\mathbf G .
\end{equation}
Here $E$ was replaced by $T_0$ and couplings among the small amplitudes were dropped; both affect higher orders. Inserting this into the two main rows adds to their diagonal energies
\begin{equation}
S_1=\sum_{\mathbf g\ne0,\mathbf G}\frac{V_{\mathbf g}^2}{T_0-T_{\mathbf g}},\qquad
S_2=\sum_{\mathbf g\ne0,\mathbf G}\frac{V_{\mathbf g-\mathbf G}^2}{T_0-T_{\mathbf g}} .
\end{equation}
The off-diagonal correction is second order and is neglected beside $V_G$. Let $\Delta=(S_1-S_2)/2$, and measure energy from the mean diagonal element. The eigenvalues are $\lambda=\pm\sqrt{\Delta^2+V_G^2}$, and the first row gives $c_{\mathbf G}/c_0=(\lambda-\Delta)/V_G$. With $V_G^2=(\lambda-\Delta)(\lambda+\Delta)$,
\begin{equation}
\frac{c_0^2-c_{\mathbf G}^2}{c_0^2+c_{\mathbf G}^2}
=\frac{V_G^2-(\lambda-\Delta)^2}{V_G^2+(\lambda-\Delta)^2}
=\frac{(\lambda+\Delta)-(\lambda-\Delta)}{(\lambda+\Delta)+(\lambda-\Delta)}
=\frac{\Delta}{\lambda}.
\end{equation}
To leading order $\lambda=\pm|V_G|$ and $c_0^2+c_{\mathbf G}^2=1$. Equation~(\ref{eq:weights}) becomes
\begin{equation}
\mathbf n\cdot\nabla E\simeq\frac{\hbar^2}{m}\frac G2\frac{\Delta}{\lambda}
=\pm\frac{\hbar^2G}{4m}\frac{S_1-S_2}{|V_G|},
\label{eq:weak}
\end{equation}
with the upper sign for the upper band. The slope is first order in the potential: a second-order imbalance is divided by a first-order gap. The direct contributions of the small waves go as $c_{\mathbf g}^2$ and are second order.

\textbf{Q.} And for the hexagonal face, is $S_1-S_2$ really nonzero?

\textbf{A.} Let the potential contain only $V_{111}$ and $V_{200}$, with their cubic equivalents, and go from L towards K, so that $\mathbf q=q\,\mathbf e$. Define $\epsilon=\hbar^2(2\pi/a)^2/2m$ and $b=4q/\sqrt6$, with $q$ in units of $2\pi/a$. Since $T_{\mathbf g}-T_0=\epsilon(g^2-2\mathbf k\cdot\mathbf g)$, the six waves nearest in energy at L have
\begin{align}
(1,1,-1):&\quad \epsilon(2-2b), & (1,-1,1),\,(-1,1,1):&\quad \epsilon(2+b),\nonumber\\
(0,0,2):&\quad \epsilon(2+2b), & (2,0,0),\,(0,2,0):&\quad \epsilon(2-b).
\end{align}
For the first three vectors $\mathbf g-\mathbf G$ is of type $200$, so the numerator is $V_{111}^2-V_{200}^2$. For the other three it is the opposite. The denominators $T_0-T_{\mathbf g}$ are negative, and therefore
\begin{align}
S_1-S_2&\simeq\frac{V_{200}^2-V_{111}^2}{\epsilon}\Big[\frac1{2-2b}-\frac1{2+2b}+\frac2{2+b}-\frac2{2-b}\Big]\nonumber\\
&=\frac{V_{200}^2-V_{111}^2}{\epsilon}\Big[\frac b{1-b^2}-\frac{4b}{4-b^2}\Big]\nonumber\\
&=\frac{V_{200}^2-V_{111}^2}{\epsilon}\,\frac{3b^3}{(1-b^2)(4-b^2)} .
\label{eq:six}
\end{align}
The linear terms cancel and the cubic one survives, as Eq.~(\ref{eq:cubic}) requires. The factor $1-b^2$ vanishes at $q=\sqrt6/4=0.612$, the point K, where $(1,1,-1)$ becomes degenerate with the main pair. The weak-potential slope therefore grows faster than $q^3$ on the way there and diverges at K. The true slope, a weighted mean of wave numbers by Eq.~(\ref{eq:weights}), stays finite, so very near K the weak-potential formula fails.

\section{A calculated surface}

\textbf{Q.} Give me an angle, and not from perturbation theory.

\textbf{A.} I take a model crystal with $a=4$~\AA, $V_{111}=0.5$~eV, $V_{200}=1$~eV and no other components. The Fermi energy is set to $8.5$~eV. Diagonalization in 168 plane waves gives this intersection of the lowest band with the hexagonal face:

\begin{center}
\begin{tabular}{cccc}
$\varphi$ & $q$ ($2\pi/a$) & $\mathbf n\cdot\nabla E$ (eV\,\AA) & tilt $\delta$\\
\hline
$0^\circ$ & 0.4730 & $-1.134$ & $-11.7^\circ$\\
$10^\circ$ & 0.4728 & $-0.970$ & $-10.0^\circ$\\
$20^\circ$ & 0.4726 & $-0.546$ & $-5.7^\circ$\\
$30^\circ$ & 0.4724 & $0$ & $0^\circ$
\end{tabular}
\end{center}

From $30^\circ$ to $60^\circ$ the values repeat in reverse order, the slope and the tilt with opposite sign. Towards K the surface meets the face at $90^\circ-11.7^\circ=78.3^\circ$. The second band, cut at $q=0.392$, has a tilt of $+7.2^\circ$ there. Its sign is opposite, as in Eq.~(\ref{eq:weak}).

\textbf{Q.} Can I see the $-11.7^\circ$ arise from the weights?

\textbf{A.} The free-electron energy at L is $\frac34\epsilon=7.051$~eV, so $\epsilon=9.401$~eV. With $2\pi/a=1.5708$~\AA$^{-1}$ and $G=\sqrt3\,(2\pi/a)$, the slope carried by a unit weight of the first wave is
\begin{equation}
\frac{\hbar^2G}{2m}=\frac{\sqrt3\,\epsilon}{2\pi/a}=\frac{1.732\times9.401}{1.5708}=10.37\ \text{eV\,\AA}.
\end{equation}
The weights of $\mathbf k$ and $\mathbf k-\mathbf G$ are $0.4373$ and $0.5491$. They contribute $10.37\times(0.4373-0.5491)=-1.159$~eV\,\AA. All other waves add $+0.025$, which gives $-1.134$~eV\,\AA. So the tilt comes almost entirely from the unequal weights of your own two waves.

For the in-face slope, the largest correction comes from $(1,1,-1)$, with weight $0.0092$ and component $4/\sqrt6=1.633$ along $\mathbf e$. Keeping that correction alone,
\begin{equation}
\mathbf e\cdot\nabla E\simeq\frac{2\epsilon}{2\pi/a}\,(0.4730-0.0092\times1.633)=11.97\times0.458=5.48\ \text{eV\,\AA},
\end{equation}
and $\arctan(-1.134/5.48)=-11.7^\circ$. Tracing the Fermi curve just above and below the face, without using the weights, gives the same tilt.

\textbf{Q.} Might it be an artefact of the basis?

\textbf{A.} The artefact is the right angle. Towards K the tilt is $0^\circ$ with 2 waves, $-10.4^\circ$ with 8, $-11.4^\circ$ with 22, and $-11.7^\circ$ with both 90 and 168.

\textbf{Q.} How good was the perturbation formula?

\textbf{A.} At $q=0.3$ towards K, $b=0.490$ and Eq.~(\ref{eq:six}) gives $S_1-S_2=0.0098$~eV; the sum over the whole basis is $0.0099$~eV. The lower-band slope from Eq.~(\ref{eq:weak}) is then $-\frac12\times10.37\times0.0099/0.5=-0.10$~eV\,\AA. Diagonalization gives a slope $1.28$ times as large. When the whole potential is scaled down by 10 the ratio is $1.025$, and by 1000 it is $1.000$, so the formula is the correct weak-potential limit. The numerical check prints the whole-basis sum and these ratios, and asserts the weak-potential limit for both bands at the smallest scale; the six-wave value above is hand arithmetic.

\textbf{Q.} And the nearly perpendicular necks?

\textbf{A.} At an energy of $7$~eV the same band cuts the face at $q=0.247$ towards K, and the tilt is only $-1.3^\circ$. On a neck of that size the belief would be a fair approximation. At $8.5$~eV it is not.

\textbf{Q.} Then the square face of this crystal should still obey my rule.

\textbf{A.} It does. The same $8.5$~eV surface cuts the square face too. In a direction $20^\circ$ from $[100]$, which is not a symmetry line, it does so at $q=0.159$ from the face centre, with zero tilt to numerical accuracy. The potential and the Fermi energy are unchanged; the parallel mirror is what this face has and the hexagonal one lacks.

\section{No kink in the repeated zone}

\textbf{Q.} One thing still bothers me. If the surface arrives at the face obliquely, it must have a kink where it continues into the next zone.

\textbf{A.} It would if the next zone continued it by reflection. The continuation is by translation. Take the band nondegenerate at the face, so that its gradient exists and is continuous there; the lowest empty-lattice band, degenerate on the face, does have a kink. Differentiating $E(\mathbf k-\mathbf G)=E(\mathbf k)$ gives
\begin{equation}
\nabla E(\mathbf k-\mathbf G)=\nabla E(\mathbf k).
\end{equation}
The sheet at the opposite face has the same normal, not the mirror-image one. Shifted by $\mathbf G$, it joins the first sheet with a common tangent plane, whatever the angle to the face. Smoothness therefore asks for no right angle. It would do so if the continuation were also a reflection, and that is the parallel mirror again.

\section*{Table of computed values}
\begin{verbatim}
Lattice constant: 4.0 angstrom; 2pi/a = 1.5708 1/angstrom
V111 = 0.50 eV, V200 = 1.00 eV, E_F = 8.50 eV
Free-electron energy at L: 7.0506 eV
Two lowest levels at L: 6.4307, 7.1464 eV
Waves in full basis: 168
Hexagonal face, lowest band, E = E_F:
phi(deg)  q(2pi/a)  n.gradE(eV angstrom)  tilt(deg)
    0     0.47295       -1.1340           -11.735
   10     0.47282       -0.9696           -10.040
   20     0.47256       -0.5459            -5.661
   30     0.47244        0.0000             0.000
   40     0.47256        0.5459             5.661
   50     0.47282        0.9696            10.040
   60     0.47295        1.1340            11.735
Band 1, phi=0: q = 0.47295 (2pi/a), tilt from weights -11.735 deg, traced curve -11.735 deg
  gap between bands 1 and 2 at this point: 0.5728 eV
Band 2, phi=0: q = 0.39225 (2pi/a), tilt from weights 7.188 deg, traced curve 7.188 deg
  gap between bands 1 and 2 at this point: 0.6401 eV
Weights of k, k-(1,1,1), k-(1,1,-1): 0.4373, 0.5491, 0.0092
Normal slope from first two waves: -1.1591 eV angstrom
Normal slope from all other waves: 0.0251 eV angstrom
Lowest band, phi=0, growing basis:
     2 waves: q = 0.45538 (2pi/a), tilt = 0.000 deg
     8 waves: q = 0.46288 (2pi/a), tilt = -10.449 deg
    14 waves: q = 0.46609 (2pi/a), tilt = -10.782 deg
    22 waves: q = 0.47287 (2pi/a), tilt = -11.365 deg
    90 waves: q = 0.47295 (2pi/a), tilt = -11.735 deg
   168 waves: q = 0.47295 (2pi/a), tilt = -11.735 deg
At q=0.3 (2pi/a), phi=0: S1-S2 = 0.009886 eV
Weak-potential slope, lowest band: -0.10248 eV angstrom
  potential scaled by 0.001: exact/weak-potential slope = 1.0003
  potential scaled by 0.1: exact/weak-potential slope = 1.0250
  potential scaled by 1: exact/weak-potential slope = 1.2808
Near L: slope ratio on doubling q = 8.0086
Near L: slope ratio phi=20 deg to phi=0 = 0.5000
Small neck, E = 7.00 eV: q = 0.24724 (2pi/a), tilt = -1.2675 deg
Square face, 20 deg from [100]: q = 0.15893 (2pi/a), tilt = 0.000 deg
Empty lattice, square face: one-sided slopes 11.9694, -11.9694 eV angstrom
\end{verbatim}
